# Pauli reduction of the Breit operator and the share of Gaunt, part 2

The Breit operator $B$ for two electrons in a helium-like ion (nuclear charge $Z$) is rewritten in two-component form, to name the terms lost by keeping only its Gaunt part $G$. Hartree atomic units are used, with $c=1/\alpha$, $\mathbf r=\mathbf r_1-\mathbf r_2$, $\mathbf n=\mathbf r/r$, $\mathbf s=\boldsymbol\sigma/2$, $\mathbf p=-i\nabla$, $T=p^2/2$. Repeated indices are summed; on functions of $\mathbf r$, $\partial_{1i}=\partial_i$ and $\partial_{2i}=-\partial_i$. With Dirac matrices $\alpha_i$,

$$B=-\alpha_{1i}\alpha_{2j}D_{ij},\qquad D_{ij}=\frac{\delta_{ij}+n_in_j}{2r}=\frac{\delta_{ij}}{r}+W_{ij},\qquad W_{ij}=-\frac{\delta_{ij}-n_in_j}{2r}.\tag{1}$$

$$W_{ij}=-\tfrac12\partial_i\partial_jr=\tfrac12\partial_{1i}\partial_{2j}\,r.\tag{2}$$

$$\partial_iD_{ij}=0.\tag{3}$$

$B=G+R$, with $G=-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r$ and gauge term $R=-\alpha_{1i}\alpha_{2j}W_{ij}$. In Fourier space $r\to-8\pi/q^4$.

The currents $\mathbf j_1=\psi_a^\dagger\boldsymbol\alpha\psi_c(\mathbf r_1)$ and $\mathbf j_2=\psi_b^\dagger\boldsymbol\alpha\psi_d(\mathbf r_2)$ give $\langle ab|B|cd\rangle=-\iint j_{1i}D_{ij}j_{2j}$, to first order between positive-energy states. For $\psi=(\varphi,\chi)$ with energy $\varepsilon$ measured from the rest energy, $\chi=\boldsymbol\sigma\cdot\mathbf p\,\varphi/2c$ to leading order. Define $\rho=\varphi_a^\dagger\varphi_c$, $\mathbf m=\varphi_a^\dagger\mathbf s\varphi_c$, $\mathbf P=\varphi_a^\dagger\mathbf p\varphi_c$, $\bar{\mathbf P}=(\mathbf p\varphi_a)^\dagger\varphi_c$, $\mathbf J=(\mathbf P+\bar{\mathbf P})/2$. Then

$$\bar{\mathbf P}-\mathbf P=i\nabla\rho.\tag{4}$$

$$\mathbf j=\frac1c\left(\mathbf J+\nabla\times\mathbf m\right).\tag{5}$$

$$J_{1i}J_{2j}=\tfrac12\left(\bar P_{1i}P_{2j}+P_{1i}\bar P_{2j}\right)-\tfrac14\,\partial_i\rho_1\,\partial_j\rho_2.\tag{10}$$

To order $c^{-2}$, $G$ has been reduced to the sum of these Pauli (two-component) operators:

$$H_{\rm soo}=\frac{1}{c^2r^3}\left[\mathbf s_1\cdot(\mathbf r\times\mathbf p_2)-\mathbf s_2\cdot(\mathbf r\times\mathbf p_1)\right].\tag{7}$$

$$H_{\rm dip}=\frac1{c^2}{\rm PV}\frac{\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)}{r^3},\qquad H_{\rm con}=-\frac{8\pi}{3c^2}\mathbf s_1\cdot\mathbf s_2\,\delta(\mathbf r).\tag{9}$$

$$H_{\rm oo}^G=-\frac1{2c^2}\left(\mathbf p_1\cdot\frac1r\,\mathbf p_2+\mathbf p_2\cdot\frac1r\,\mathbf p_1\right)+\frac{\pi}{c^2}\delta(\mathbf r).\tag{11}$$

PV is the limit of the integral over $r>\eta$ as $\eta\to0$. $H_{\rm con}$ equals $+2\pi\delta(\mathbf r)/c^2$ in singlets and vanishes in triplets; for $1s^2$ it gives $\tfrac14Z^3\alpha^2$. A program checks the reduction numerically against the four-component matrices.

## 6. The gauge term

Use the second form of (2) and integrate by parts once for each electron. This step needs no expansion in $1/c$:

$$\langle ab|R|cd\rangle=-\tfrac12\iint(\nabla\cdot\mathbf j_1)(\nabla\cdot\mathbf j_2)\,r.\tag{12}$$

With (5), $\nabla\cdot(\nabla\times\mathbf m)=0$ removes the spin. At order $c^{-2}$ the gauge term is spin-free, so (7) and (9) come in full from Gaunt. For the remainder, the products of first derivatives cancel between $\nabla\cdot\mathbf P$ and $\nabla\cdot\bar{\mathbf P}$:

$$\nabla\cdot\mathbf J=-\tfrac i2\left[\varphi_a^\dagger\nabla^2\varphi_c-(\nabla^2\varphi_a^\dagger)\varphi_c\right]=-i\tau,\qquad\tau=(T\varphi_a)^\dagger\varphi_c-\varphi_a^\dagger T\varphi_c.$$

Since $(-i)^2=-1$, (12) becomes $+(1/2c^2)\iint\tau_1\tau_2\,r$, and $\int\tau f=\langle a|[T,f]|c\rangle$ identifies

$$R\to\frac1{2c^2}\,[T_1,[T_2,r]].\tag{13}$$

The four-component version holds without expansion for eigenstates of a Dirac Hamiltonian $h$ with one local potential. In $(h\psi_a)^\dagger\psi_c-\psi_a^\dagger h\psi_c$ the mass and potential terms cancel and the kinetic terms give $ic\nabla\cdot\mathbf j$, so $\nabla\cdot\mathbf j=-i(\varepsilon_a-\varepsilon_c)\psi_a^\dagger\psi_c/c$ and

$$\langle ab|R|cd\rangle=\frac{(\varepsilon_a-\varepsilon_c)(\varepsilon_b-\varepsilon_d)}{2c^2}\langle ab|r|cd\rangle.\tag{14}$$

Direct integrals vanish, and so does $R$ for $1s^2$, where all four energies coincide. With a nonlocal potential, such as Hartree–Fock exchange, the cancellation of the potential terms fails and (14) does not follow, while (12) remains, and so does (13) as long as $\chi=\boldsymbol\sigma\cdot\mathbf p\,\varphi/2c$ holds to leading order. The program asserts (14) against (12) at $Z=80$; for $1s2s\ ^3S_1$ both give $-0.113123$ hartree.

**The sum.** Apply (10) to $-J_{1i}W_{ij}J_{2j}/c^2$. Its last term gives $\tfrac14\iint\rho_1\rho_2\,\partial_{1i}\partial_{2j}W_{ij}$, and $\partial_{1i}\partial_{2j}W_{ij}=-\partial_i\partial_jW_{ij}=\tfrac12\nabla^2\nabla^2r=\nabla^2(1/r)=-4\pi\delta$. In the ordering of (11), $R$ therefore contains $-\pi\delta/c^2$, which cancels the $+\pi\delta/c^2$ of Gaunt. The total spin-free part is $-J_{1i}D_{ij}J_{2j}/c^2$. Here $\mathbf J=\mathbf P+\tfrac i2\nabla\rho$ for each electron, and each gradient falls on $D_{ij}$ and vanishes by (3), so the ordering is free:

$$H_{\rm oo}=-\frac{1}{c^2}D_{ij}\,p_{1i}p_{2j}=-\frac1{2c^2r}\left[\delta_{ij}+n_in_j\right]p_{1i}p_{2j}.\tag{15}$$

With the momenta read as numbers this is the Darwin interaction of two classical charges. To order $c^{-2}$, then, $G\to H^G_{\rm oo}+H_{\rm soo}+H_{\rm dip}+H_{\rm con}$ and $B\to H_{\rm oo}+H_{\rm soo}+H_{\rm dip}+H_{\rm con}$. The orbit-orbit term (15) needs both $G$ and $R$. No term in (7) couples a spin to the momentum of its own electron; spin-same-orbit and two-electron Darwin terms are absent from this sum for $B$; they come from the reduction of $1/r$, which is not carried out here.

**Test without symmetry.** The program takes four different Gaussian spinors with random complex coefficients, builds $\chi=\boldsymbol\sigma\cdot\mathbf p\,\varphi/2c$ with $c=1$, and integrates $G$ and $R$ from the $\alpha$ matrices and kernels (1). The Pauli operators are integrated with their own $r^{-3}$, PV and $\delta$ kernels. In arbitrary units the real parts of the momentum part of (11), $\pi\delta$, $H_{\rm soo}$, $H_{\rm dip}$ and $H_{\rm con}$ add to

$$-5.47060+2.34134-22.73034+0.86929-34.30882=-59.29913,$$

which is the four-component Gaunt value. Likewise $-5.47060+2.34134+1.53898=-1.59028$ is $H_{\rm oo}$, with $1.53898$ obtained both from $R$ and from (13). The assertions cover the complex values and each current product separately, to $10^{-9}$ of the largest term.

## 7. Excited states of helium-like ions

The model has unscreened hydrogenic orbitals, a point nucleus and first order in $B$. It leaves out screening and correlation, the frequency dependence of the exchanged photon, QED corrections, recoil and nuclear size, so its four-component energies test the reduction and are not predictions of spectra. The five states are fixed by symmetry in both $jj$ and $LS$ coupling. Lengths scale as $1/Z$ and momenta as $Z$, so each Pauli term scales as $Z^3\alpha^2$ hartree, the unit of this table.

| State | $H^G_{\rm oo}$ | $R$ | soo | dip | con |
|---|---|---|---|---|---|
| $1s^2\ ^1S_0$ | 0 | 0 | 0 | 0 | 0.250000 |
| $1s2s\ ^3S_1$ | 0.003201 | −0.003201 | 0 | 0 | 0 |
| $1s2s\ ^1S_0$ | −0.003201 | 0.003201 | 0 | 0 | 0.049383 |
| $1s2p\ ^3P_2$ | 0.033989 | −0.009602 | −0.021491 | 0.002469 | 0 |
| $1s2p\ ^3P_0$ | 0.033989 | −0.009602 | 0.042981 | 0.024691 | 0 |

**The $1s2s$ states.** Between $s$ orbitals $\mathbf P$ is a radial field with spherical magnitude, hence a gradient, and (3) makes $H_{\rm oo}$ vanish. The exchange current $\mathbf J_{1s,2s}$ is nonzero but purely longitudinal: Gaunt counts it and $R$ removes it. The sign follows from (14). In the triplet the energy is minus the exchange integral, $+(\varepsilon_{1s}-\varepsilon_{2s})^2\langle ab|r|ba\rangle/2c^2$, and $\langle ab|r|ba\rangle<0$ because the kernel is $-8\pi/q^4$ and the orthogonal overlap density has no $q=0$ component to spoil convergence. The singlet has the opposite exchange sign. Its contact term is $2\pi\langle\delta\rangle$ with $\langle\delta\rangle=2\int\varphi_{1s}^2\varphi_{2s}^2$ for the symmetric spatial function. With radial functions $2e^{-r}$ and $(1-r/2)e^{-r/2}/\sqrt2$,

$$\int\varphi_{1s}^2\varphi_{2s}^2=\frac1{2\pi}\int_0^\infty\left(r^2-r^3+\tfrac14r^4\right)e^{-3r}dr=\frac1{2\pi}\left(\frac2{27}-\frac6{81}+\frac{6}{243}\right)=\frac1{81\pi},$$

so the term is $4/81=0.049383$, as in the table.

**The $^3P$ pattern.** Within $L=S=1$ the Wigner–Eckart theorem makes $H_{\rm soo}$, a vector in spin times a vector in space, proportional to $\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-4]$, which is $1$ for $J=2$ and $-2$ for $J=0$. $H_{\rm dip}$ is proportional to the product of the traceless symmetric tensors of $\mathbf L$ and $\mathbf S$. Writing $L_iL_j=\tfrac12\{L_i,L_j\}+\tfrac i2\epsilon_{ijk}L_k$, and the same for $\mathbf S$, the antisymmetric parts contribute $-\tfrac12\mathbf L\cdot\mathbf S$ to $(\mathbf L\cdot\mathbf S)^2$. The tensor product is then $(\mathbf L\cdot\mathbf S)^2+\tfrac12\mathbf L\cdot\mathbf S-\tfrac13L^2S^2$, with $L^2S^2=4$, which is $\tfrac16$ for $J=2$ and $\tfrac53$ for $J=0$. The ratios $-2$ and $10$ are asserted, as is the $J$-independence of the spin-free columns. For all five states the four-component Gaunt, gauge and Breit energies extrapolated to $Z\alpha\to0$ are asserted to match the Pauli sums; for $^3P_0$, Gaunt gives $0.033989+0.042981+0.024691=0.101661$ and Breit $0.101661-0.009602=0.092059$.

**Numbers at $Z=10$.** The unit is $0.053251$ hartree. The Breit share of $E(^3P_0)-E(^3P_2)$ has $0.042981+0.021491=0.064472$ from $H_{\rm soo}$ and $0.024691-0.002469=0.022222$ from $H_{\rm dip}$:

$$0.086694\times0.053251=0.0046165\ \text{hartree}=0.12562\ \text{eV}.$$

The four-component value is $0.12604$ eV with Gaunt and with Breit alike, $0.3\%$ above the Pauli value. The position of the term is another matter: for $^3P_2$ Gaunt gives $0.000798$ hartree and Breit $0.000286$ hartree. For $1s^2$, $0.25\times0.053251=0.013313$ hartree, or $0.36226$ eV, stands against $0.36283$ eV.

**Growth with $Z$.** For $1s^2$ the four-component energy exceeds the Pauli value, relative to the latter, by $0.16\%$, $1.5\%$, $4.3\%$ and $12.8\%$ at $Z=10,30,50,80$; the last is $7.686667/6.816174=1.1277$. Divided by $(Z\alpha)^2$ these are about $0.30$, $0.30$, $0.32$ and $0.37$. At $Z=80$ the Breit excess is $27\%$ for $^3P_0$ ($3.191287/2.509963$) and $14\%$ for $^3P_2$ ($0.166813/0.146276$). Two leading-order statements visibly lapse there. The Breit energy of $^3S_1$ is $-0.009876$ hartree instead of zero, and the gauge term depends on $J$: $0.166813-0.430359=-0.263546$ hartree for $^3P_2$ and $3.191287-3.450713=-0.259426$ hartree for $^3P_0$. The differences of a few $10^{-6}$ hartree between printed Pauli entries that should agree, as for $1s^2$ at $Z=80$, lie within the asserted numerical tolerance times the unit $27.26$ hartree.

## 8. Where the reduction fails: negative-energy pairs

The product $\alpha_{1i}\alpha_{2j}$ connects the block with both electrons in upper components to the block with both in lower components through $-M$, $M=\sigma_{1i}\sigma_{2j}D_{ij}$, with no factor $1/c$. Consider two electrons at zero momentum and fixed $\mathbf r$, with $H=c^2(\beta_1+\beta_2)+B$. For each eigenvalue $\mu$ of $M$ these blocks form a matrix with diagonal $\pm2c^2$ and off-diagonal $-\mu$, whose upper root is $\sqrt{4c^4+\mu^2}\approx2c^2+\mu^2/4c^2$. With $M=[\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2+(\boldsymbol\sigma_1\cdot\mathbf n)(\boldsymbol\sigma_2\cdot\mathbf n)]/2r$ and spins quantized along $\mathbf n$, the singlet has $\mu r=(-3-1)/2=-2$, the triplet projections $\pm1$ have $(1+1)/2=1$, and projection $0$ has $(1-1)/2=0$. The shifts are $1,\tfrac14,\tfrac14,0$ in units of $1/(c^2r^2)$, and diagonalization of the $16\times16$ matrix at $r=1$ bohr is asserted to give them.

An unprojected $B$ in a wave equation thus generates, at second order in $B$, a term $M^2/4c^2$ of the same order $c^{-2}$ as the Pauli terms. It lies outside the range of (1), because the frequency was dropped on the assumption that energy transfers are small, and these transitions change the energy of each electron by $2c^2$; the lower block lies $4c^2$ below the upper one, which is why the shift is upward. Averaging the singlet shift over $1s^2$ with the computed $\langle r^{-2}\rangle=0.666667\,Z^2$ bohr$^{-2}$ gives the estimate $0.003550$ hartree at $Z=10$, which is $27\%$ of the contact energy $0.013313$ hartree. It scales as $Z^2\alpha^2$ against $Z^3\alpha^2$, so in this model it weighs more in light ions, and projection onto positive-energy states excludes it.

## Table of computed values

```
alpha = 0.0072973526, 1/alpha = 137.035999, hartree = 27.211386 eV
Random Gaussian spinors, exponents 0.7 0.8 0.9 0.5 bohr^-2, c=1, arbitrary units:
  Gaunt 4c           -59.29913051 +23.11684399i
  OOG without delta  -5.47060158 +4.68433661i
  pi delta           +2.34134185 -5.63786741i
  SOO                -22.73034264 -5.72478469i
  DIP                +0.86928801 +5.46684564i
  CON                -34.30881615 +24.32831384i
  gauge 4c           +1.53898468 +0.29108210i
  double commutator  +1.53898468 +0.29108210i
  OO                 -1.59027506 -0.66244869i
Pauli terms, units Z^3 alpha^2 hartree:  OOG  gauge  OO  SOO  DIP  CON
  1s2  1S0 +0.000000 +0.000000 -0.000000 +0.000000 +0.000000 +0.250000
  1s2s 3S1 +0.003201 -0.003201 -0.000000 +0.000000 -0.000000 +0.000000
  1s2s 1S0 -0.003201 +0.003201 -0.000000 +0.000000 +0.000000 +0.049383
  1s2p 3P2 +0.033989 -0.009602 +0.024387 -0.021491 +0.002469 +0.000000
  1s2p 3P0 +0.033989 -0.009602 +0.024387 +0.042981 +0.024691 +0.000000
3P0/3P2 ratios: SOO -2.0000, DIP 10.0000
Dirac, zeta=0.04,0.02 extrapolated to 0 vs Pauli (Z^3 alpha^2 hartree): G4c GP | B4c BP
  1s2  1S0 +0.250000 +0.250000 | +0.250000 +0.250000
  1s2s 3S1 +0.003201 +0.003201 | +0.000000 -0.000000
  1s2s 1S0 +0.046182 +0.046182 | +0.049383 +0.049383
  1s2p 3P2 +0.014967 +0.014967 | +0.005365 +0.005365
  1s2p 3P0 +0.101661 +0.101661 | +0.092059 +0.092059
1s2 remainder ratio on doubling zeta: 4.002
Energies in hartree: Gaunt 4c, Gaunt Pauli | Breit 4c, Breit Pauli
Z=10: Z alpha = 0.07297, Z^3 alpha^2 = 0.053251 hartree
  1s2  1S0 +0.013334 +0.013313 | +0.013334 +0.013313
  1s2s 3S1 +0.000171 +0.000170 | -0.000000 -0.000000
  1s2s 1S0 +0.002466 +0.002459 | +0.002637 +0.002630
  1s2p 3P2 +0.000798 +0.000797 | +0.000286 +0.000286
  1s2p 3P0 +0.005430 +0.005414 | +0.004918 +0.004902
  3P0-3P2 share, eV: Pauli 0.12562, Gaunt 4c 0.12604, Breit 4c 0.12604
  1s2 Breit, eV: Pauli 0.36226, 4c 0.36283
Z=30: Z alpha = 0.21892, Z^3 alpha^2 = 1.437787 hartree
  1s2  1S0 +0.364693 +0.359447 | +0.364693 +0.359446
  1s2p 3P0 +0.150177 +0.146167 | +0.136363 +0.132361
Z=50: Z alpha = 0.36487, Z^3 alpha^2 = 6.656419 hartree
  1s2  1S0 +1.735337 +1.664105 | +1.735337 +1.664104
  1s2p 3P0 +0.731419 +0.676700 | +0.667479 +0.612784
Z=80: Z alpha = 0.58379, Z^3 alpha^2 = 27.264693 hartree
  1s2  1S0 +7.686667 +6.816174 | +7.686667 +6.816170
  1s2s 3S1 +0.103247 +0.087267 | -0.009876 -0.000001
  1s2s 1S0 +1.526980 +1.259138 | +1.640103 +1.346404
  1s2p 3P2 +0.430359 +0.408077 | +0.166813 +0.146276
  1s2p 3P0 +3.450713 +2.771765 | +3.191287 +2.509963
  3S1 gauge, hartree: currents -0.113123, energy differences -0.113123
++ level shifts without projection, alpha^2 hartree, r=1 bohr: 0.0000 0.2500 0.2500 1.0000
<1/r12^2> of 1s2 = 0.666667 Z^2 bohr^-2; spurious term at Z=10: 0.003550 hartree
```
